# Bulk-stable cubic gradient energy with locally negative density

## Problem

A ferroelectric is described by a polarization field with two components, \(\mathbf P=(P_1,P_2,0)\), referred to the cube axes \(x_1=x,\ x_2=y,\ x_3=z\). Its gradient energy density is

\[
f=\frac G2\sum_{i=1}^{2}\sum_{j=1}^{3}(\partial_jP_i)^2+H\,\partial_1P_1\,\partial_2P_2,\qquad G>0 .
\]

Cubic symmetry allows this form. Reversing \(x_1\) also reverses \(P_1\), which leaves \(\partial_1P_1\) unchanged, and exchanging the two axes exchanges the two factors of the last term. The form is the restriction to \(P_3=0\) of a three-component energy in which \(H\) multiplies the sum of the products \(\partial_iP_i\,\partial_jP_j\) over the three pairs of axes.

1. For which \(H\) is \(f\) negative for some local gradient tensor?
2. For which \(H\) does every plane wave with nonzero wavevector and nonzero amplitude have positive mean energy? Choose \(H\) so that both properties hold.
3. Explain how a density that is negative in places can have a positive mean for every nonconstant periodic field, and give such a field.
4. Does bulk stability also protect a body with a free surface? Treat a flat surface that contains the \(z\) axis, and then a thin circular wire.
5. Evaluate the results for \(G=0.0100\) MV/cm nm²/(µC/cm²), which is \(1.00\times10^{-10}\) J m³/C², and \(H/G=1.25\). Judge what the model leaves out.

## Solution

### 1. Pointwise sign

Write \(a=\partial_1P_1\) and \(d=\partial_2P_2\). The other four gradient components enter only as squares with the positive coefficient \(G/2\), so the sign is decided by

\[
\frac G2(a^2+d^2)+Had=\frac{G+H}{4}(a+d)^2+\frac{G-H}{4}(a-d)^2 .
\]

Expanding the right side confirms this: the squares collect \(2\cdot G/4=G/2\), and the product collects \(4\cdot H/4=H\). If \(|H|\le G\), neither coefficient is negative and \(f\ge0\). If \(|H|>G\), one of them is negative. Hence \(f\) takes negative values if and only if

\[
|H|>G .
\]

For \(H>G\) an example is \(a=g,\ d=-g\) with all other components zero, which gives \(f=(G-H)g^2<0\). For \(H<-G\) the choice \(a=d=g\) gives \(f=(G+H)g^2<0\).

### 2. Plane waves

Take \(\mathbf P=\mathbf a\cos(\mathbf k\cdot\mathbf r+\phi)\). Then \(\partial_jP_i=-a_ik_j\sin(\mathbf k\cdot\mathbf r+\phi)\), and

\[
f=\left[\frac G2|\mathbf k|^2|\mathbf a|^2+Hk_1k_2a_1a_2\right]\sin^2(\mathbf k\cdot\mathbf r+\phi).
\]

The mean of \(\sin^2\) is \(1/2\), so

\[
\langle f\rangle=\frac14\,\mathbf a^{T}D\,\mathbf a,\qquad
D=\begin{pmatrix}G|\mathbf k|^2&Hk_1k_2\\ Hk_1k_2&G|\mathbf k|^2\end{pmatrix}.
\]

The eigenvectors of \(D\) are \((1,1)\) and \((1,-1)\), with eigenvalues \(G|\mathbf k|^2\pm Hk_1k_2\). Since \(|k_1k_2|\le(k_1^2+k_2^2)/2\), the smaller eigenvalue satisfies

\[
G|\mathbf k|^2-|H||k_1k_2|\ \ge\ \left(G-\frac{|H|}2\right)(k_1^2+k_2^2)+Gk_3^2 .
\]

For \(|H|<2G\) this is positive for every \(\mathbf k\ne0\). Conversely, the diagonal wavevector \((\kappa,\kappa,0)\) has smaller eigenvalue \((2G-|H|)\kappa^2\), which is not positive if \(|H|\ge2G\). The condition \(|H|<2G\) is therefore necessary and sufficient.

Elliptically polarized waves add no further condition. For \(\mathbf P=\mathbf a\cos(\mathbf k\cdot\mathbf r)-\mathbf b\sin(\mathbf k\cdot\mathbf r)\) the cross terms contain \(\sin\cos\), whose mean is zero, and the energy is \((\mathbf a^TD\mathbf a+\mathbf b^TD\mathbf b)/4\).

The required construction is thus any choice in the window

\[
G<|H|<2G .
\]

These limits are for \(P_3=0\). If \(P_3\) is free, they stay the same for \(H>0\). For \(H<0\), however, the density can be negative as soon as \(H<-G/2\), and stable plane waves require \(H>-3G/2\), because the longitudinal wave along \((1,1,1)\) has stiffness \((G+2H/3)|\mathbf k|^2\). The results below for negative \(H\) likewise assume \(P_3=0\).

The two tests differ because the gradient of a plane wave is a product \(c_ik_j\) at each point. Its in-plane \(2\times2\) block has zero determinant. The negative tensor of part 1, \(\mathrm{diag}(g,-g)\), has determinant \(-g^2\), so a single plane wave cannot produce it. A sum of plane waves can.

### 3. Periodic fields

Define the in-plane determinant

\[
J=\partial_1P_1\,\partial_2P_2-\partial_2P_1\,\partial_1P_2
=\partial_1(P_1\partial_2P_2)-\partial_2(P_1\partial_1P_2).
\]

In the last expression the two terms \(P_1\partial_1\partial_2P_2\) cancel. Because \(J\) is a divergence, its integral over a period vanishes. Now split the \(H\) term:

\[
\partial_1P_1\partial_2P_2=\tfrac12\left(\partial_1P_1\partial_2P_2+\partial_2P_1\partial_1P_2\right)+\tfrac12J .
\]

With \(w_\pm=(P_1\pm P_2)/\sqrt2\), so that \(P_1=(w_++w_-)/\sqrt2\) and \(P_2=(w_+-w_-)/\sqrt2\), the bracket becomes

\[
\tfrac12\big[(\partial_1w_++\partial_1w_-)(\partial_2w_+-\partial_2w_-)+(\partial_2w_++\partial_2w_-)(\partial_1w_+-\partial_1w_-)\big]
=\partial_1w_+\partial_2w_+-\partial_1w_-\partial_2w_- ,
\]

since the mixed products cancel in pairs. Also \(|\nabla w_+|^2+|\nabla w_-|^2=|\nabla\mathbf P|^2\), where \(|\nabla\mathbf P|^2\) is the sum of all squared gradient components. Therefore

\[
f=\sum_{\pm}\left[\frac G2|\nabla w_\pm|^2\pm\frac H2\,\partial_1w_\pm\,\partial_2w_\pm\right]+\frac H2J .
\]

Each product obeys \(|\partial_1w\,\partial_2w|\le|\nabla w|^2/2\). Averaging over a period removes \(J\) and leaves

\[
\langle f\rangle\ \ge\ \frac12\left(G-\frac{|H|}2\right)\langle|\nabla\mathbf P|^2\rangle .
\]

In the window this is positive for every periodic field that is not constant. The negative density sits in the term \(HJ/2\), which moves energy from place to place without changing the total over a period. Subtracting \(HJ/2\) from \(f\) gives a density that is positive for every nonzero gradient and has the same energy for every periodic field. Periodic calculations cannot distinguish the two densities; a free boundary can.

For \(G<H<2G\), an explicit field with negative regions and a positive mean is

\[
P_1=A\sin qx\cos qy,\qquad P_2=-A\cos qx\sin qy .
\]

Its derivatives are \(\partial_1P_1=-\partial_2P_2=Aq\cos qx\cos qy\) and \(\partial_1P_2=-\partial_2P_1=Aq\sin qx\sin qy\). Hence \(\nabla\cdot\mathbf P=0\), and

\[
f=A^2q^2\left[(G-H)\cos^2qx\cos^2qy+G\sin^2qx\sin^2qy\right].
\]

The lowest value, \((G-H)A^2q^2\), is reached at the origin. Both products of squares have mean \(1/4\), so

\[
\langle f\rangle=A^2q^2\left(\frac G2-\frac H4\right)>0 .
\]

The density is negative where \(|\tan qx\tan qy|<\sqrt{H/G-1}\). Since \(\langle|\nabla\mathbf P|^2\rangle=A^2q^2\), this field attains the lower bound. It is the sum of a wave along \((1,1)\) polarized along \((1,-1)\) and a wave along \((1,-1)\) polarized along \((1,1)\), which are the softest waves for \(H>0\). Both are transverse and carry no bound charge. For \(H<0\) the softest diagonal waves are longitudinal, and the depolarizing field would stiffen them.

### 4. Free boundaries

**Flat surface.** Let \(t\) run along the surface in the \(xy\) plane and let \(n\) be the outward normal coordinate, with the body at \(n<0\) and \((t,n)\) a rotation of \((x,y)\). Consider fields independent of \(z\), \(P_i=\mathrm{Re}[p_i(n)e^{i\kappa t}]\) with \(\kappa>0\), that decay into the body. No surface energy is added.

Each \(w_\pm\) has energy density \(\tfrac12\nabla w\cdot M\nabla w\), where \(M\) has diagonal elements \(G\) and off-diagonal elements \(\pm H/2\). Rotation changes the elements of \(M\) but not its determinant, \(\Delta^2=G^2-H^2/4\), which is positive in the window. From here on \(w(n)\) denotes the complex amplitude. The mean over \(t\), integrated over depth, is

\[
U_w=\frac14\int_{-\infty}^0\left[M_{tt}\kappa^2|w|^2+2M_{tn}\mathrm{Re}\{(i\kappa w)^*w'\}+M_{nn}|w'|^2\right]dn .
\]

Put \(v=w\,e^{i\kappa nM_{tn}/M_{nn}}\). Then \(|v'|^2=|w'+i\kappa(M_{tn}/M_{nn})w|^2\), which absorbs the cross term. The remaining coefficient of \(|w|^2\) is \(\kappa^2(M_{tt}-M_{tn}^2/M_{nn})=\kappa^2\Delta^2/M_{nn}\). Completing a second square gives

\[
U_w=\frac14\int_{-\infty}^0 M_{nn}\left|v'-\frac{\kappa\Delta}{M_{nn}}v\right|^2dn+\frac{\kappa\Delta}4|w(0)|^2 ,
\]

because the subtracted cross term is \(\kappa\Delta\,d|v|^2/dn\), which integrates to \(\kappa\Delta|w(0)|^2\). The minimum for a given surface amplitude is \(\kappa\Delta|w(0)|^2/4\), reached by \(v\propto e^{\kappa\Delta n/M_{nn}}\).

The determinant term now survives. In rotated coordinates

\[
J=\partial_tP_1\partial_nP_2-\partial_nP_1\partial_tP_2=\partial_n(P_2\partial_tP_1)-\partial_t(P_2\partial_nP_1).
\]

The \(t\) derivative averages to zero, and the \(n\) derivative leaves the surface value \(\langle P_2\partial_tP_1\rangle=-\tfrac{\kappa}{2}\mathrm{Im}(p_2^*p_1)\). Multiplying by \(H/2\) and adding the two scalar energies gives the least energy per unit surface area,

\[
U_{\min}=\frac\kappa4\left[\Delta\left(|p_1|^2+|p_2|^2\right)-H\,\mathrm{Im}(p_2^*p_1)\right]_{n=0}.
\]

Since \(|\mathrm{Im}(p_2^*p_1)|\le(|p_1|^2+|p_2|^2)/2\), with equality for \(p_2=\pm ip_1\), the two surface stiffnesses are \(\Delta\pm H/2\). Both are positive if and only if \(G^2-H^2/4>H^2/4\), that is

\[
|H|<\sqrt2\,G .
\]

Orientation has dropped out. Without a depolarizing field, the bulk is stable for \(\sqrt2\,G<|H|<2G\) but a free surface is not: at fixed surface amplitude the gradient energy falls in proportion to \(-\kappa\). A Landau term \(\alpha|\mathbf P|^2/2\) acts over a depth proportional to \(1/\kappa\), so its cost falls as \(1/\kappa\) and cannot stop short waves. A surface energy proportional to \(|\mathbf P|^2\) does not depend on \(\kappa\) at fixed surface amplitude, so it cannot stop them either. The continuum problem then has no lowest energy, and a simulation needs a sufficiently strong surface energy that contains gradients along the surface, higher gradients in the bulk or a physical short-wave cutoff.

The depolarizing field, left out here, also costs an energy that falls as \(1/\kappa\) at fixed surface amplitude, so it does not change the limit of short waves. At the wavelengths of a real crystal it shifts the limit, slightly for \(H>0\) and strongly for \(H<0\), and the limit then depends on the orientation of the surface. With a grounded surface, the value of \(G\) in part 5 and a relative background permittivity of 10, the limit for \(H>0\) at a wavelength of 4 nm is \(1.48\,G\) for a cube face and \(1.47\,G\) for a face turned by 45°, instead of \(1.41\,G\). Without the Landau term it is still only about \(1.50\,G\) at 40 nm, so for larger positive \(H\) the instability remains at physical wavelengths. For \(H<0\) the limit at 0.8 nm, about two unit cells, runs from \(-2.04\,G\) for a cube face to \(-1.81\,G\) at 45°, and at 0.4 nm from \(-1.62\,G\) to \(-1.595\,G\). For \(H=-1.6\,G\) the instability therefore needs wavelengths of about one unit cell or less, where the continuum model has no meaning.

**Circular wire.** Even below \(\sqrt2\,G\), a small free body can lower its energy. For \(H>G\), let a wire of radius \(R\) along \(z\) carry \(\mathbf P=g(x,-y)\), and add the Landau energy with \(\alpha>0\). The gradient density is uniform, \((G-H)g^2\), and \(|\mathbf P|^2=g^2r^2\). The energy per length is

\[
E=\pi R^2(G-H)g^2+\frac{\alpha g^2}2\int_0^R2\pi r^3dr
=\pi R^2g^2\left[(G-H)+\frac{\alpha R^2}4\right].
\]

It is negative for

\[
R<R_c=2\sqrt{\frac{H-G}{\alpha}} .
\]

Below \(R_c\) the unpolarized state is unstable. Above \(R_c\) this trial field decides nothing, since another field might do better. The depolarizing energy has been omitted legitimately only for ideal grounded electrodes: the field has no divergence, the potential vanishes on the boundary, and so it vanishes inside.

### 5. Numbers and their reading

With \(H=0.0125\) in the units of \(G\), the choice lies between \(G\) and \(\sqrt2\,G\). The lowest pointwise eigenvalue is \(G-H=-0.0025\), whereas the lowest plane-wave stiffness divided by \(k^2\) is \(G-H/2=0.00375\), in the same units. The lower surface stiffness is

\[
\frac{\Delta-H/2}{G}=\sqrt{1-\frac{1.25^2}{4}}-0.625=0.156 .
\]

A finite-element calculation of the half-space agreed with the surface formula to within \(10^{-5}G\). It used surfaces turned by 0, 0.4 rad and 45° from a cube face, and \(H/G=1.25,\ 1.39,\ 1.43\); the lower stiffness was negative only for the last ratio.

For the periodic field take \(A=5.0\) µC/cm² and a period of 8.0 nm. Then \(q=0.785\) nm⁻¹, \(Aq=3.93\) µC/cm²/nm, and

\[
f_{\min}=-0.0025\times3.927^2=-0.0386\ \text{J/cm}^3,
\]
\[
\langle f\rangle=(0.0050-0.003125)\times3.927^2=0.0289\ \text{J/cm}^3 .
\]

The density is negative over 36% of the area, yet the mean is positive.

For the wire, a Curie constant of \(1.5\times10^5\) K and a temperature 10 K above the Curie–Weiss point give \(\alpha=7.53\times10^{-4}\) MV/cm per µC/cm². Hence \(R_c=2\sqrt{0.0025/(7.53\times10^{-4})}=3.6\) nm.

**Comparison with real materials.** The values of \(G\) and the Curie constant are rough magnitudes for perovskite titanate ferroelectrics, assumed here to remain nonpolar at the chosen temperature. The ratio \(H/G\) is a design choice, not a measured property, and a general cubic crystal has more independent gradient coefficients. Two omissions matter most:

- *Electrode screening.* The wire has surface charge \(\sigma=gR\cos2\theta\). Let the electrode act as a layer of capacitance \(\varepsilon_0/\lambda\) per area, and let the interior have relative background permittivity \(\varepsilon_b\). The interior potential is \(\varphi_0(r/R)^2\cos2\theta\), and charge balance at the surface gives \(\varphi_0=gR/[\varepsilon_0(2\varepsilon_b/R+1/\lambda)]\). The energy \(\tfrac12\oint\sigma\varphi\,ds\), divided by \(\pi R^2g^2\), is \(R/[2\varepsilon_0(2\varepsilon_b/R+1/\lambda)]\). For \(R=2.0\) nm, \(\lambda=0.01\) nm and \(\varepsilon_b=10\) this is 0.103 in the units of \(G\). The gain is \(0.0025-\alpha R^2/4=0.00175\), about 59 times smaller. At this radius even such a short screening length removes the instability found with this trial field. The formula brings it back only below about 0.12 nm, less than a unit cell, where a continuum model has no meaning.
- *Flexoelectric coupling.* If \(G\) is the value at fixed strain, a strain \(e\) coupled to a polarization gradient \(s\) adds \(ce^2/2-\mu es\). Minimizing gives \(e=\mu s/c\) and energy \(-\mu^2s^2/(2c)\), so the gradient coefficient falls by \(\mu^2/c\). For rough values \(\mu=2\) V and \(c=150\) GPa the fall is 0.0027, about 70% of the bulk margin 0.00375. In this one-component estimate the margin is gone at \(\mu=2.4\) V. Bulk stability of a real crystal must therefore be judged with strain included.

The other corrections are smaller for the periodic field. Its mean Landau energy is 0.0047 J/cm³, and a quartic energy \(\beta|\mathbf P|^4/4\) with a rough \(\beta=10^9\) J m⁵/C⁴ adds 0.0005 J/cm³. On a lattice of cell 0.4 nm, with nearest-neighbour differences in the \(G\) terms and central differences in the \(H\) term, the soft stiffness rises by 3%.

The absence of bound charge is essential to these small corrections. A longitudinal wave of the same amplitude would carry a field of amplitude \(A/(\varepsilon_0\varepsilon_b)=5.6\) MV/cm. Its mean electrostatic energy, \(A^2/(4\varepsilon_0\varepsilon_b)=7.1\) J/cm³, would far exceed the mean gradient energy of 0.0289 J/cm³ found above.

## Numbers as computed

```
INPUTS (rough or chosen)
G = 0.0100 MV/cm nm2/(uC/cm2) = 1.00e-10 J m3/C2
H = 0.0125 MV/cm nm2/(uC/cm2); H/G = 1.25
Curie constant = 1.50e+05 K
temperature above Curie-Weiss point = 10 K
alpha = 7.529e-04 MV/cm per uC/cm2
amplitude A = 5.0 uC/cm2; period = 8.0 nm
STABILITY
lowest pointwise eigenvalue = -0.00250 MV/cm nm2/(uC/cm2)
lowest plane-wave stiffness / k^2 = 0.00375 MV/cm nm2/(uC/cm2)
lowest sampled wave stiffness/(G k^2) = 0.3750
lowest surface stiffness/G (formula) = 0.1556
lowest surface stiffness/G (elements) = 0.1556
largest surface test error / G = 9.0e-06
PERIODIC FIELD
q = 0.7854 1/nm; A q = 3.9270 uC/cm2/nm
lowest local energy density = -0.03855 J/cm3
mean energy density = 0.02891 J/cm3
area with negative density = 36.3 %
same area counted on grid = 36.3 %
FREE WIRE, IDEAL ELECTRODE
radius below which P = 0 is unstable = 3.64 nm
NEGLECTED EFFECTS
mean Landau energy = 0.00471 J/cm3
quartic coefficient = 1.0e+09 J m5/C4 (rough size)
mean quartic energy = 0.00049 J/cm3
lattice cell = 0.4 nm; soft stiffness change = 3.2 %
background permittivity = 10 (relative)
field of longitudinal wave, same A = 5.65 MV/cm
wire radius = 2.0 nm; screening length = 0.01 nm
wire energy gain / (pi R^2 g^2) = 0.00175 MV/cm nm2/(uC/cm2)
screening cost / (pi R^2 g^2) = 0.10267 MV/cm nm2/(uC/cm2)
screening cost / energy gain = 58.8
flexocoupling = 2.0 V; elastic modulus = 150 GPa
flexoelectric softening = 0.00267 MV/cm nm2/(uC/cm2)
flexocoupling that uses up bulk margin = 2.37 V
```
